# Acoustic-phonon absorption by a monolayer exciton at zero momentum

## From one sound wave to the golden-rule rate

Take an exciton at rest in a monolayer and let it scatter by absorbing sound quanta. For the model parameters used below, lowest-order theory gives a scattering width of 0.0066 meV at 1 K and 0.0255 meV at 2 K. Doubling the temperature has multiplied the width by 3.9. Between 50 K and 100 K the width goes from 1.109 to 2.241 meV, and the same doubling multiplies it by 2.02. Something with an energy between these temperature scales must separate a steep law from a linear one. The task is to find that energy, derive the rate on both sides of it, and see how far the linear law can be trusted.

### A structureless exciton in one sound wave

Start with the exciton as a point particle of mass $M$ at position $\mathbf R$, in a parabolic band with its minimum at zero wavevector. The sheet has area $A$ and mass per area $\rho$. Its longitudinal sound is isotropic, with frequency $\omega_q=vq$. A local relative change of area, the dilation $S=\nabla\cdot\mathbf u$, shifts the exciton energy by $DS$. This defines the deformation potential $D$, an energy per unit dilation.

The displacement is a sum of running waves,
$$\mathbf u(\mathbf r)=\sum_{\mathbf q}C_q\,\hat{\mathbf q}\left(b_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+b^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\right),$$
where $b_{\mathbf q}$ removes one phonon. The energy fixes $C_q$. For one wave, the spatial mean of $\dot u^2$ is $\omega_q^2C_q^2(b^\dagger b+bb^\dagger)$, so the kinetic energy is $\tfrac12\rho A\omega_q^2C_q^2(b^\dagger b+bb^\dagger)$. The elastic energy $\tfrac12\rho v^2\int S^2d^2r$ has the same value, because $v^2q^2=\omega_q^2$. Products such as $b_{\mathbf q}b_{-\mathbf q}$ enter the two energies with opposite signs and cancel. The total must equal $\tfrac12\hbar\omega_q(b^\dagger b+bb^\dagger)$, hence
$$\rho A\omega_q^2C_q^2=\tfrac12\hbar\omega_q,\qquad C_q^2=\frac{\hbar}{2\rho A\omega_q}.$$

Taking the divergence brings down $iq$ from the first exponential and $-iq$ from the second:
$$S(\mathbf r)=\sum_{\mathbf q}iqC_q\left(b_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}-b^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\right).$$
The squared dilation amplitude of one phonon is therefore
$$q^2C_q^2=\frac{\hbar q^2}{2\rho Avq}=\frac{\hbar q}{2\rho vA}.$$

The classical limit checks this amplitude. The Fourier component of $S$ at $\mathbf q$ is $S_{\mathbf q}=iqC_q(b_{\mathbf q}-b^\dagger_{-\mathbf q})$. In equilibrium its mean square is $q^2C_q^2(2n_q+1)$, with $n_q=1/(e^{\hbar vq/kT}-1)$. When $kT\gg\hbar vq$, the bracket tends to $2kT/(\hbar vq)$, so
$$\langle|S_{\mathbf q}|^2\rangle\to\frac{kT}{\rho v^2A}.$$
The elastic energy per wavevector, $\tfrac12\rho v^2A\langle|S_{\mathbf q}|^2\rangle$, is then $\tfrac12kT$, as equipartition requires.

### The transition probability

Let the exciton start at zero wavevector. Absorbing a phonon $\mathbf q$ leaves it with wavevector $\mathbf q$, since the integral over $\mathbf R$ vanishes for any other final plane wave. The phonon operator contributes $\sqrt{n_q}$. The squared matrix element is
$$|V_{\mathbf q}|^2=D^2\frac{\hbar q}{2\rho vA}\,n_q .$$

The energy difference between final and initial states is
$$f(q)=\frac{\hbar^2q^2}{2M}-\hbar vq .$$
First-order perturbation theory gives the amplitude $-(i/\hbar)V_{\mathbf q}\int_0^te^{if t'/\hbar}dt'$, and so the probability
$$P_{\mathbf q}(t)=|V_{\mathbf q}|^2\,\frac{4\sin^2(ft/2\hbar)}{f^2}.$$
As a function of $f$ the last factor is a peak whose width is of order $\hbar/t$. Its area follows from $y=ft/2\hbar$ and $\int_{-\infty}^{\infty}(\sin^2y/y^2)\,dy=\pi$: it is $2\pi t/\hbar$. If the summand varies little across the peak, the peak acts as $(2\pi t/\hbar)\,\delta(f)$. Dividing by $t$ gives the golden rule,
$$\Gamma=\frac{2\pi}{\hbar}\sum_{\mathbf q}|V_{\mathbf q}|^2\,\delta\!\left(\frac{\hbar^2q^2}{2M}-\hbar vq\right).$$
This assumes empty final exciton states and phonons that stay in equilibrium. It also needs a time long enough for the peak to be narrow, yet short compared with $1/\Gamma$. That second requirement will matter later.

### One circle of phonons

Factor the energy difference:
$$f(q)=\frac{\hbar^2q}{2M}(q-q_0),\qquad q_0=\frac{2Mv}{\hbar}.$$
Apart from $q=0$, energy is conserved on one circle of wavevectors. The phonon absorbed there has energy
$$E_0=\hbar vq_0=2Mv^2 .$$
The exciton leaves with velocity $\hbar q_0/M=2v$. Its kinetic energy, $\tfrac12M(2v)^2=2Mv^2$, matches the phonon energy.

Next turn the sum into an integral. There are $A/(2\pi)^2$ wavevectors per unit area of wavevector space, and the angular integral gives $2\pi$:
$$\Gamma=\frac{2\pi}{\hbar}\,\frac{A}{2\pi}\int_0^\infty q\,dq\;\frac{D^2\hbar q}{2\rho vA}\,n_q\,\delta(f)
=\frac{D^2}{2\rho v}\int_0^\infty q^2n_q\,\delta(f)\,dq .$$
The sheet area has cancelled. A delta function of $f$ contributes the inverse slope of $f$ at the root:
$$f'(q_0)=\frac{\hbar^2q_0}{M}-\hbar v=2\hbar v-\hbar v=\hbar v .$$
Consequently
$$\Gamma=\frac{D^2}{2\rho v}\,\frac{q_0^2\,n(E_0)}{\hbar v}
=\frac{D^2}{2\rho\hbar v^2}\,\frac{4M^2v^2}{\hbar^2}\,n(E_0),$$
where $n(E)=1/(e^{E/kT}-1)$. The sound speed cancels from the prefactor:
$$\boxed{\Gamma=\frac{2M^2D^2}{\rho\hbar^3}\,\frac{1}{e^{2Mv^2/kT}-1}}$$

### The other root, and emission

The root $q=0$ was passed over, and it lies where $n_q$ diverges. To see what it contributes, give the delta function a small Gaussian width $\sigma$ in energy. Near $q=0$ we have $f\approx-\hbar vq$ and $q^2n_q\approx qkT/(\hbar v)$. With $x=\hbar vq$, the integral over this region is
$$\int_0^\infty\frac{q\,kT}{\hbar v}\,\delta_\sigma(\hbar vq)\,dq
=\frac{kT}{(\hbar v)^3}\int_0^\infty x\,\delta_\sigma(x)\,dx
=\frac{kT}{(\hbar v)^3}\,\frac{\sigma}{\sqrt{2\pi}} .$$
It vanishes as $\sigma\to0$. The factor $q^2$ from coupling and mode count overcomes the factor $1/q$ from the occupation.

Emission replaces $n_q$ by $n_q+1$ and the energy difference by $\hbar^2q^2/2M+\hbar vq$. This sum is positive for every $q>0$, so an exciton at the band minimum has no energy with which to make a phonon. The root $q=0$ remains, and for a small window it has the same leading weight as above. Emission therefore contributes nothing to the golden-rule rate.

The argument predicts how a finite window should err. Divide the small-$q$ piece by the true absorption integral $q_0^2n(E_0)/(\hbar v)$. The ratio is $kT\sigma/[\sqrt{2\pi}\,E_0^2n(E_0)]$, proportional to $\sigma$. An explicit sum over the modes of a finite square sheet, at 20 K and with $\sigma=0.004E_0$, gave an emission-to-absorption ratio of 0.0016. With a window four times wider, the emission was 0.0063 of that same absorption rate. The apparent emission follows the window and disappears with it.

### Giving the exciton an electron and a hole

Now replace the point particle by an electron of mass $m_e$ and a hole of mass $m_h$, with $M=m_e+m_h$. With $\mathbf r=\mathbf r_e-\mathbf r_h$ and $\mathbf R$ the centre of mass,
$$\mathbf r_e=\mathbf R+\frac{m_h}{M}\mathbf r,\qquad \mathbf r_h=\mathbf R-\frac{m_e}{M}\mathbf r .$$
Let $D_c$ and $D_v$ be the shifts of the conduction and valence edges per unit dilation. A hole is a missing valence electron, so its energy shifts by $-D_vS$. The coupling is $D_cS(\mathbf r_e)-D_vS(\mathbf r_h)$.

Assume that the internal state stays $\phi(r)=\sqrt{2/\pi}\,e^{-r/a}/a$, where $a$ is the exciton radius. Averaging the wave $e^{i\mathbf q\cdot\mathbf r}$ over this state replaces $D$ by
$$D(q)=D_cF\!\left(\frac{m_hq}{M}\right)-D_vF\!\left(\frac{m_eq}{M}\right),\qquad
F(k)=\int|\phi|^2e^{i\mathbf k\cdot\mathbf r}d^2r .$$
The sign in the hole exponent does not matter, because $|\phi|^2$ is isotropic.

To find $F$, set $\alpha=2/a$ and do the radial integral first, without its factor $r$:
$$I(\alpha)=\int_0^{2\pi}\!\frac{d\theta}{2\pi}\int_0^\infty e^{-\alpha r+ikr\cos\theta}dr
=\int_0^{2\pi}\!\frac{d\theta}{2\pi}\,\frac{\alpha}{\alpha^2+k^2\cos^2\theta}.$$
The imaginary part has dropped out because it is odd in $\cos\theta$. With $\tau=\tan\theta$ on each quarter turn,
$$I=\frac{4\alpha}{2\pi}\int_0^\infty\frac{d\tau}{\alpha^2(1+\tau^2)+k^2}=\frac{1}{\sqrt{\alpha^2+k^2}} .$$
The missing factor $r$ is supplied by $-dI/d\alpha=\alpha/(\alpha^2+k^2)^{3/2}$. Since $|\phi|^2=(2/\pi a^2)e^{-\alpha r}$ and the angular measure is $2\pi$,
$$F(k)=\frac{4}{a^2}\,\frac{\alpha}{(\alpha^2+k^2)^{3/2}}=\left[1+\left(\frac{ka}{2}\right)^2\right]^{-3/2}.$$
At $k=0$ this is 1, as normalization demands. For $q_0a\ll1$ the exciton responds as a point with
$$D=D_c-D_v ,$$
which is the strain shift of the gap. The exciton energy shifts by the same amount if the binding energy is unaffected by strain. At finite radius the boxed rate is multiplied by $[D(q_0)/D]^2$.

### The scales in an example

The example uses round model values: $m_e=0.45$ and $m_h=0.55$ free-electron masses, $v=4.0$ km/s, $\rho=0.45$ µg/cm², $D_c=-5$ eV, $D_v=-2$ eV and $a=1$ nm. Thus $M$ is one free-electron mass $m_0$ and $D=-3$ eV.

The absorbed wavevector is $q_0=0.0691$ nm⁻¹. With $\hbar=0.658$ meV ps and $v=4$ nm/ps, the absorbed energy is
$$E_0=0.658\times4\times0.0691\ \text{meV}=0.182\ \text{meV},$$
which corresponds to 2.11 K. This is the energy that the opening numbers called for.

The radius hardly matters. Expanding $F(k)\approx1-\tfrac38k^2a^2$, with $\tfrac38(q_0a)^2=0.00179$, gives
$$D(q_0)\approx-3-0.00179\left[-5(0.55)^2+2(0.45)^2\right]=-2.998\ \text{eV}.$$
The rate falls by 0.13% relative to the point exciton. This correction is omitted from here on. It is larger in the broadened widths calculated near the end, where bigger wavevectors take part, and reaches about 4% at 300 K.

At 20 K, $kT=1.7235$ meV and $n(E_0)=8.98$. The prefactor $2M^2D^2/(\rho\hbar^3)$ is 0.07265 ps⁻¹, so
$$\Gamma=0.07265\times8.98\ \text{ps}^{-1}=0.652\ \text{ps}^{-1},$$
a lifetime of 1.53 ps. The explicit mode sum, with the narrower window, gave 0.6536 ps⁻¹ for absorption. This is 0.17% above the unrounded 0.6525 ps⁻¹, the excess expected from the small-$q$ piece.

## The linear law and where it stops

The first half gave the golden-rule rate at which an exciton of mass $M$, at rest, absorbs longitudinal phonons of speed $v$ in a sheet of areal density $\rho$:
$$\Gamma=\frac{2M^2D^2}{\rho\hbar^3}\,n(E_0),\qquad E_0=2Mv^2,\qquad n(E)=\frac1{e^{E/kT}-1}.$$
Here $D$ is the exciton deformation potential. The absorbed phonon has wavevector $q_0=2Mv/\hbar$, and emission is forbidden. In the example $E_0=0.182$ meV, or 2.11 K, and $q_0=0.0691$ nm⁻¹.

### The warm lattice

Put $x=E_0/kT$ and let $x$ be small. Then $e^x-1=x(1+x/2+x^2/6+\dots)$. Inverting the bracket to second order gives $1-x/2-x^2/6+x^2/4$, so
$$n(E_0)=\frac1x-\frac12+\frac{x}{12}+\dots=\frac{kT}{E_0}-\frac12+\frac{E_0}{12kT}+\dots$$
The first term gives
$$\Gamma\to\frac{2M^2D^2}{\rho\hbar^3}\,\frac{kT}{2Mv^2}
=\boxed{\frac{MD^2}{\rho\hbar^3v^2}\,kT}\qquad(kT\gg2Mv^2).$$
This is the linear law. The absorbed phonon has a fixed energy, and the number of phonons in a classical mode is proportional to temperature.

The law is neater in terms of a dimensionless coupling:
$$\lambda=\frac{MD^2}{\rho\hbar^2v^2},\qquad \hbar\Gamma=\lambda E_0\,n(E_0)\approx\lambda\left(kT-Mv^2\right).$$
The last form keeps the term $-\tfrac12$, which shifts the line without changing its slope. For the example, $\rho v^2=72$ N/m $=449$ eV/nm² and $\hbar^2/m_0=0.0762$ eV nm², so
$$\lambda=\frac{9\ \text{eV}^2}{0.0762\times449\ \text{eV}^2}=0.263 .$$

At 20 K the linear law gives 0.688 ps⁻¹, which is 5.5% above the full golden-rule value of 0.6525 ps⁻¹. Including the offset gives 0.652 ps⁻¹. The linear law overestimates the golden-rule rate at every temperature, because $e^x-1>x$ for $x>0$.

### The cold lattice and the opening numbers

For $kT\ll E_0$ the occupation becomes $e^{-E_0/kT}$, and the rate freezes out. The prefactor does not depend on $v$, but the threshold does. In the warm regime the rate varies as $1/v^2$ if $M$, $D$ and $\rho$ are held fixed.

The opening ratios now follow from one identity. Since $e^x-1=(e^{x/2}-1)(e^{x/2}+1)$,
$$\frac{\Gamma(2T)}{\Gamma(T)}=\frac{e^x-1}{e^{x/2}-1}=1+e^{E_0/2kT}.$$
At $T=1$ K the exponent is $2.11/2=1.06$ and the ratio is 3.9. At 50 K the exponent is 0.021 and the ratio is 2.02. A ratio of 2 is the mark of the linear law.

### Why the answer looks like elastic scattering

Suppose that the thermal strain were frozen, with the classical mean square $kT/(\rho v^2A)$ in each Fourier component. An exciton well inside the band would scatter elastically. Its density of final states is
$$\frac{A}{2\pi}\int_0^\infty q\,dq\;\delta\!\left(E-\frac{\hbar^2q^2}{2M}\right)=\frac{AM}{2\pi\hbar^2}.$$
The rate would be
$$\frac{2\pi}{\hbar}\,D^2\,\frac{kT}{\rho v^2A}\,\frac{AM}{2\pi\hbar^2}=\frac{MD^2kT}{\rho\hbar^3v^2},$$
which is the boxed linear law again.

For the exciton at rest, the agreement hides two factors. Absorption uses half of the classical strain power, since $n_q$ is half of $2n_q+1$ when $n_q$ is large. The other factor is a doubled density of final states. In terms of the kinetic energy $\varepsilon=\hbar^2q^2/2M$, the phonon energy is $\sqrt{E_0\varepsilon}$, because $(\hbar vq)^2=2Mv^2\varepsilon$. The delta function then gives
$$\int_0^\infty d\varepsilon\;\delta\!\left(\varepsilon-\sqrt{E_0\varepsilon}\right)=\frac{1}{1-\tfrac12}=2$$
from the root $\varepsilon=E_0$. One half times two is one. That doubling relies on energy being sharp on the scale $E_0$.

### From rate to optical width

The rate $\Gamma$ describes loss of population. If this is the sole source of decay, the amplitude decays as $e^{-\Gamma t/2}$. The absorption spectrum at angular-frequency detuning $\Delta$ is proportional to
$$\int_0^\infty e^{-\Gamma t/2}\cos(\Delta t)\,dt=\frac{\Gamma/2}{\Delta^2+\Gamma^2/4}.$$
It reaches half its peak at $\Delta=\pm\Gamma/2$. The full width at half maximum is therefore $\hbar\Gamma$ in energy. At 20 K this is $0.658\times0.6525=0.429$ meV. The slope in the linear regime is $\lambda k=22.65$ µeV/K.

Light does not create the exciton at zero wavevector unless it arrives at normal incidence. For a photon of 1.7 eV in vacuum, the largest in-plane wavevector is $K=0.0086$ nm⁻¹, about an eighth of $q_0$. With $\theta$ the angle between $\mathbf K$ and $\mathbf q$, energy conservation for absorption becomes
$$\frac{\hbar^2}{2M}\left(q^2+2Kq\cos\theta-q_0q\right)=0,\qquad q=q_0-2K\cos\theta .$$
The slope at this root is $\hbar^2q/2M$. The weight $q^2n_q$ divided by the slope is proportional to $qn_q$, so
$$\frac{\Gamma(K)}{\Gamma(0)}=\frac{1}{q_0n_{q_0}}\int_0^{2\pi}\frac{d\theta}{2\pi}\,q\,n_q .$$
Emission would need $q=-q_0-2K\cos\theta>0$, which is impossible for $K<q_0/2$. For warm phonons $qn_q\to kT/\hbar v$, which is independent of $q$, and the ratio tends to 1. At 20 K the change is 0.003%. It grows on cooling, to 2.6% at 1 K for this largest $K$. The zero-momentum result therefore serves for optical excitation in this example, to within a few percent even at the coldest temperature used.

### When the width exceeds the phonon energy

The golden rule resolves energy no better than about $\hbar/t$, and $t$ cannot usefully exceed the lifetime. A sharp root at $E_0$ therefore requires $\hbar\Gamma\ll E_0$. Together with the condition for linearity, this gives
$$E_0\ll kT\ll\frac{E_0}{\lambda}.$$
Such a window exists for $\lambda\ll1$. In the example its ends are 2.1 K and 8.0 K, which leaves no room for two strong inequalities. At 20 K the calculated width is already 2.4 times $E_0$. The linear law is a correct limit of the golden-rule formula there, but the formula has left its own domain.

To estimate the consequence, replace the delta function by a Lorentzian whose full width $\gamma$ is the width being calculated:
$$L(\varepsilon)=\frac{\gamma/2\pi}{\varepsilon^2+\gamma^2/4}.$$
With $s=q/q_0$, the kinetic energy is $E_0s^2$ and the phonon energy is $E_0s$. The golden-rule integral, now with emission retained, has the prefactor
$$\frac{\hbar D^2q_0^3}{2\rho v}=\frac{4M^3v^2D^2}{\rho\hbar^2}=\lambda E_0^2 .$$
Writing $n_s=n(E_0s)$, the condition on $\gamma$ is
$$\gamma=\lambda E_0^2\int_0^\infty s^2ds\left\{n_sL[E_0(s^2-s)]+(n_s+1)L[E_0(s^2+s)]\right\}.$$
This gives every final state the same width, although at 1 K the golden-rule width at $q_0$ is 2.6 times that at rest. It also drops all level shifts and the interference between repeated scatterings. It is therefore a rough estimate, and for strong broadening it can be off by nearly a factor of two. When $\gamma\to0$, the first term returns $\lambda E_0n(E_0)$ and the second vanishes.

Now take the opposite limit, $\gamma\gg E_0$, with the relevant phonons still classical. Then $n_s\approx n_s+1\approx kT/(E_0s)$. Using $\varepsilon=E_0s^2$ and $s\,ds=d\varepsilon/2E_0$,
$$\gamma\approx\frac{\lambda kT}{2}\int_0^\infty d\varepsilon\left[L(\varepsilon-\sqrt{E_0\varepsilon})+L(\varepsilon+\sqrt{E_0\varepsilon})\right].$$
The important energies are $\varepsilon\sim\gamma$, where the phonon energy $\sqrt{E_0\gamma}$ is small compared with $\gamma$. Dropping it leaves two half-Lorentzians, each of area $\tfrac12$:
$$\gamma\approx\tfrac12\lambda kT .$$
Within this estimate the law remains linear, but the slope is halved. In the language of frozen strain, the broadened exciton uses the full strain power, while half of its energy distribution lies below the band minimum, where there are no states. Evaluating the integral at $\gamma=10^4E_0$ and $kT=10^6E_0$ gave 0.500 of the golden-rule slope. The linearity is robust, because $\lambda kT$ is the only energy scale of an exciton in frozen, spatially uncorrelated strain. The factor one half is not. At the band edge, repeated scattering from the same frozen strain is as important as the terms kept here, and when it is included to all orders the absorption line of the exciton at rest is asymmetric, with a full width of about $0.9\,\lambda kT$ (to roughly 10%).

The solutions of the width equation for the example, in meV, are:

| $T$ (K) | golden rule | broadened |
|---:|---:|---:|
| 1 | 0.0066 | 0.0078 |
| 5 | 0.091 | 0.090 |
| 20 | 0.43 | 0.30 |
| 100 | 2.24 | 1.23 |
| 300 | 6.77 | 3.50 |

The ratio of the two widths falls from 0.69 at 20 K to 0.52 at 300 K, approaching one half. At 1 K the broadened width is the larger. The Lorentzian tails admit transitions which the sharp energy condition forbids: emission, and absorption with $q<q_0/2$, supply the excess in nearly equal parts.

This affects what a measured slope would mean. Even if acoustic phonons dominate the width, the high-temperature slope need not be the golden-rule slope, so a value of $D$ read from it depends on the theory used. The Lorentzian estimate would make $D^2$ too small by a factor of about 2 (about 1.6 from the example's widths at 5 and 20 K). The full width of about $0.9\,\lambda kT$ in frozen strain makes it too small by only about 10%.

### Optical phonons at higher temperature

Optical phonons add another absorption channel. Take one branch of energy $\hbar\omega$, with an energy shift $D_{\rm o}$ per unit displacement that is independent of $q$. Its squared one-phonon coupling is $\hbar D_{\rm o}^2/(2\rho\omega A)$. With the density of final states found above,
$$\Gamma_{\rm o}=\frac{2\pi}{\hbar}\,\frac{\hbar D_{\rm o}^2}{2\rho\omega A}\,n(\hbar\omega)\,\frac{AM}{2\pi\hbar^2}
=\frac{D_{\rm o}^2M}{2\rho\omega\hbar^2}\,n(\hbar\omega).$$
For rough values of 30 meV and $3\times10^8$ eV/cm, this adds 0.003 meV at 50 K, 0.10 meV at 100 K and 1.4 meV at 300 K. The last figure is about a fifth of the acoustic golden-rule width at that temperature. In this model the total width is therefore no longer linear near room temperature. The constant coupling neglects the exciton radius, which matters more here than for sound because the final wavevector is about thirteen times $q_0$.

### Beside real monolayers

The parameters have the rough size typical of semiconducting monolayer transition-metal dichalcogenides, but describe no particular compound. Linewidth slopes reported for such monolayers at low temperature are, roughly, tens of µeV/K, the same order as the model's golden-rule slope. That is no test of the model, because $D$ enters squared: raising $|D|$ from 3 to 4 eV, with all else fixed, raises this slope from 23 to 40 µeV/K. The assumption broken most clearly by the example's own numbers is the sharp final state. Relaxing it in the Lorentzian estimate above lowers the 20 K width from 0.43 to 0.30 meV, but that estimate understates the width when broadening is strong. Real samples also have radiative decay and disorder, which can leave a width as $T\to0$. A radiative width of 1 meV is more than five times $E_0$, so it removes the sharp energy condition at every temperature and changes the phonon part of the width as well. Where another valley holds a lower exciton state, phonon emission can do the same. The single parabolic band is a further simplification. In these monolayers, long-range electron-hole exchange mixes the bright excitons of the two valleys and splits them into two branches, by an energy proportional to $q$. For a radiative width of 1 meV in vacuum, the splitting at $q_0$ is about 4 meV, far above $E_0$. An exciton at rest then cannot reach the steep upper branch by absorbing one acoustic phonon with sharp energy. The lower branch carries half of the final-state weight on average, and if it stayed parabolic the golden-rule rate would be half the value given here. For the same radiative width in vacuum, it is pulled down by about 0.06 meV at $q_0$, a third of $E_0$. This moves the root to about $1.2q_0$ and lowers the rate to about a quarter of the value given here at 1 K and a third at 20 K. Substrate coupling and transverse, flexural and piezoelectric phonons are also left out, and their effects are not sized here. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
INPUTS (round model values)
electron, hole mass: 0.45, 0.55 m0
exciton mass M: 1.00 m0
sound speed v: 4.0 km/s
areal density rho: 0.45 ug/cm2
D_c, D_v, D: -5.0, -2.0, -3.0 eV
exciton radius a: 1.0 nm
photon energy: 1.7 eV
optical phonon: 30 meV
optical coupling: 3.0e+08 eV/cm
SCALES
absorbed wavevector q0: 0.0691 1/nm
absorbed energy 2Mv^2: 0.1819 meV
2Mv^2/k: 2.111 K
coupling lambda: 0.2628 (no unit)
2Mv^2/(lambda k): 8.03 K
RESULTS AT 20 K
kT: 1.7235 meV
occupation n: 8.9815
prefactor 2M^2D^2/(rho hbar^3): 0.07265 1/ps
rate Gamma: 0.6525 1/ps
lifetime 1/Gamma: 1.533 ps
width hbar*Gamma: 0.4295 meV
linear-law rate: 0.6882 1/ps
linear law with offset: 0.6519 1/ps
explicit mode sum: 0.6536 1/ps
width slope: 22.65 ueV/K
TABLE: T(K), n, width, linear width, broadened, optical (meV)
   1    0.1378   0.0066   0.0226   0.0078 1.95e-151
   2    0.5337   0.0255   0.0453   0.0297 7.69e-76
   5    1.9033   0.0910   0.1132   0.0896 1.75e-30
  10    4.2539   0.2034   0.2265   0.1665 2.31e-15
  20    8.9815   0.4295   0.4530   0.2970 8.37e-08
  50   23.1853   1.1087   1.1324   0.6533 2.88e-03
 100   46.8653   2.2410   2.2649   1.2273 9.64e-02
 300  141.5913   6.7707   6.7946   3.4986 1.39e+00
NEGLECTED EFFECTS AND CHECKS
finite radius, change of rate: -0.132 %
photon wavevector: 0.00862 1/nm
its change of rate at 20 K: 0.0030 %
width/(2Mv^2) at 20 K: 2.361
strong-broadening slope ratio: 0.5000
largest mode-sum error: 0.54 %
emission/absorption in sum, 20 K: 0.00159
same, window 4 times wider: 0.00634
```
